\section*{Spin--orbit mixing and oscillator-strength ratios in the cesium principal series, part 2}

In the cesium doublets $6s_{1/2}\to np_j$, why does the oscillator-strength ratio $\rho_n=f_{3/2}/f_{1/2}$ move away from 2 beyond $6p$, and how large does it become in a one-electron model? Atomic units are used, with speed of light $1/\alpha$ and $1$ hartree $=219474.6$ cm$^{-1}=27.2114$ eV. "The program" is the accompanying numerical check.

The $p_j$ radial functions $u_{nj}$, normalized to $\int u^2dr=1$, obey
\begin{equation}
\left[h_0+c\,\xi(r)\right]u=E\,u,\qquad h_0=-\tfrac12\frac{d^2}{dr^2}+\frac{1}{r^2}+V_p(r),
\label{radial}
\end{equation}
with $c=c_j$, $c_{1/2}=-1$, $c_{3/2}=+\tfrac12$ ($c=0$ is spin-free), and
\begin{equation}
\xi(r)=\frac{\alpha^2}{2r}\,\frac{V'(r)}{\left(1-\alpha^2V/2\right)^2}.
\label{xi}
\end{equation}
The dipole operator is $d(r)\,\hat{\mathbf n}$, with $\hat{\mathbf n}=\mathbf r/r$, and $R_{nj}=\int_0^\infty u_{6s}\,d(r)\,u_{nj}\,dr$. With $\omega_j=E_{nj}-E_{6s}$, $f_{1/2}=\tfrac29\,\omega_{1/2}R_{n,1/2}^2$, $f_{3/2}=\tfrac49\,\omega_{3/2}R_{n,3/2}^2$ and
\begin{equation}
\rho_n=\frac{f_{3/2}}{f_{1/2}}=2\,\frac{\omega_{3/2}}{\omega_{1/2}}\left(\frac{R_{n,3/2}}{R_{n,1/2}}\right)^2 .
\label{rhoexact}
\end{equation}
The energy factor is $2\omega_{3/2}/\omega_{1/2}$.

For spin-free states $|n\rangle$ with energies $E_n$ and integrals $R_n$ (every $p$ function positive near the nucleus, $R_6>0$),
\begin{equation}
S_n\equiv\dot R_n=\sum_{k\ne n}\frac{\langle k|\xi|n\rangle}{E_n-E_k}\,R_k,\qquad
R_{nj}=R_n+c_jS_n+O(\xi^2).
\label{Sn}
\end{equation}
The dot is $d/dc$. Fermi's term is the $k=6$ term $a_nR_6$, $a_n=\langle6|\xi|n\rangle/(E_n-E_6)$. With $\kappa_n=S_n/R_n$,
\begin{equation}
\rho_n\simeq2\,\frac{\omega_{3/2}}{\omega_{1/2}}\left(\frac{1+\kappa_n/2}{1-\kappa_n}\right)^2 .
\label{rhofirst}
\end{equation}

With $\zeta_n=\langle n|\xi|n\rangle$, the level shift is $c_j\zeta_n$ and the splitting $\tfrac32\zeta_n$, to first order. With $E=-1/2\nu^2$, quantum defect $\delta=n-\nu$ and $\tilde\zeta=\zeta_n\nu^3$,
\begin{equation}
\delta(c)=\delta-c\,\tilde\zeta,\qquad \delta_{1/2}-\delta_{3/2}=\tfrac32\tilde\zeta .
\label{defect}
\end{equation}

Per unit energy, $\tilde u=u/\sqrt{dE/dn}$, $\tilde R\simeq R\,\nu^{3/2}$ and $\tilde S\simeq S\,\nu^{3/2}$ are smooth through threshold. Writing $u=A\,w\sin\theta$, $\theta'=w^{-2}$, gives $u'=A\left(w'\sin\theta+w^{-1}\cos\theta\right)$ and Milne's equation $w^{-4}=k^2+w''/w$, $k^2=2(E-V_p-c\xi)-2/r^2$; this normalization has $A^2=2/\pi$.

\subsection*{The zero of the dipole integral}

The denominator of $\kappa$ is $\tilde R(E)$. The outer lobes of $6s$ and $6p$ overlap with one sign, which makes $R_6$ large. In the higher bound $p$ states one more node lies within the range of $u_{6s}$, so the integrand has sizeable positive and negative parts. This node moves inward as $E$ rises, and the balance can pass through zero. This is the picture of a Cooper zero. Whether a zero exists and where it lies is not fixed by the picture and has to be computed.

A heuristic form shows how the zero and the spin--orbit phase combine. Suppose that the dipole integral comes mainly from outside the core, where $\tilde u=F\cos\pi\delta+G\sin\pi\delta$ with $F,G$ Coulomb functions that behave as the sine and cosine of the Coulomb phase. Any combination of $\cos\pi\delta$ and $\sin\pi\delta$ can be written as one sine, so $\tilde R=M\sin\pi(\delta^*-\delta)$, where $M$ and $\delta^*$ depend on $E$ and on the $s$ state. With Eq.~(\ref{defect}),
\begin{equation}
\tilde S=\frac{d\tilde R}{d\delta}\,\frac{d\delta}{dc}=\pi\tilde\zeta\,M\cos\pi(\delta^*-\delta),\qquad
\kappa=\pi\tilde\zeta\,\cot\pi(\delta^*-\delta).
\end{equation}
The prefactor is small, $\pi\tilde\zeta=\pi\times0.0220=0.069$, so $\kappa$ of order one requires $\delta$ within a few hundredths of $\delta^*$. The pole is the condition $\delta_{1/2}=\delta^*(E)$. This form neglects the core region and is not tested by the program; it serves as a guide to the two ingredients, a sizeable $\tilde\zeta$ and nearness to a zero.

Near the spin-free zero $E_0$, write $\tilde R_j(E)\simeq\tilde R'(E_0)(E-E_0)+c_j\tilde S$. Setting this to zero,
\begin{equation}
E_{0j}\simeq E_0-c_j\,\tilde S/\tilde R'(E_0).
\label{shift}
\end{equation}
With $\tilde S>0$ and $\tilde R'<0$, the $j=1/2$ zero lies below $E_0$ and the $j=3/2$ zero above it, the first displaced twice as far as the second if $\tilde R$ is linear and $\tilde S$ constant. Going up in energy, $\rho$ meets the pole, then a value near $\tfrac12$, then zero.

The position of $E_0$ depends on the polarization of the core. An electron of charge $-1$ at $\mathbf r$ produces at the origin the field $\hat{\mathbf n}/r^2$. To cut this off when the electron is inside the core it is multiplied by $g(r)=1-e^{-(r/r_c)^3}$, a chosen form. The core, with static dipole polarizability $\alpha_d$, acquires the dipole $\alpha_dg\,\hat{\mathbf n}/r^2$ and the energy $-\tfrac12\alpha_d(g/r^2)^2$. The total dipole of the atom is $-\mathbf r+\alpha_dg\,\hat{\mathbf n}/r^2$, so, up to the overall sign,
\begin{equation}
d(r)=r-\alpha_d\,g(r)/r^2,\qquad V_{\rm pol}=-\alpha_d\,g^2/2r^4 .
\end{equation}
The static polarizability is adequate only while $\omega$ is well below the excitation energies of the core. The program tests that the induced dipole lowers $R_n$ for $n=6$ to $20$ and moves the $j=1/2$ zero down.

\subsection*{The model}

The potential for angular momentum $l$ is
\begin{equation}
V_l=-\frac{1+54\,\Omega_l(r)}{r}-\frac{\alpha_dg^2}{2r^4},\qquad
\Omega_l=\frac{1}{1+\eta\,d_l\left(e^{r/d_l}-1\right)},
\end{equation}
with screening of the Green--Sellin--Zachor form, so that the charge seen runs from $55$ at the nucleus to $1$ outside. Two parameters are chosen round numbers: $\eta=6$ per bohr and $r_c=4$ bohr. Three inputs are rough measured sizes for cesium: $\alpha_d\approx16$ bohr$^3$, an ionization energy of about $3.9$ eV, and a resonance centroid near $0.87\ \mu$m, which is $10^4/0.87=11494$ cm$^{-1}$. They give $E_{6s}=-3.9/27.2114=-0.14332$ hartree and $E_{6p}=-0.14332+11494/219474.6=-0.09095$ hartree. The latter is imposed on the spin-free level, which is the centroid to first order. The lengths $d_s=1.232$ bohr and $d_p=1.225$ bohr are fitted to these two levels. Letting them differ allows both levels to be reproduced, at the price that the dipole sum rule need not hold exactly in the model. $V_p$ is used in Eq.~(\ref{xi}).

Bound states come from diagonalizing Eq.~(\ref{radial}) in a B-spline basis in a large box, to all orders in $c\xi$; these results are called exact below, meaning exact for the model. The continuum comes from an independent outward integration. With $r=x^2$ one has $u_{rr}=(u_{xx}-u_x/x)/4x^2$, and $u=\sqrt x\,y$ gives $u_{xx}-u_x/x=\sqrt x\,(y''-3y/4x^2)$. Since $u_{rr}=[2/r^2+2(V_p+c\xi-E)]u$,
\begin{equation}
y''=\left[\frac{3}{4x^2}+\frac{8}{x^2}+8x^2\left(V_p+c\xi-E\right)\right]y ,
\end{equation}
which is integrated by Numerov's method. The amplitude follows from the expressions for $u$ and $u'$ above: $u/w=A\sin\theta$ and $u'w-uw'=A\cos\theta$, so $A^2=(u/w)^2+(u'w-uw')^2$, with $w$ from one iteration of Milne's equation, and the solution is rescaled to $A^2=2/\pi$. The two roads are tested against each other at $15p$ and $20p$; at $20p$ both give $\tilde R=0.0258$, $0.5162$ and $0.7396$ for $j=1/2$, spin-free and $j=3/2$. A zero needs no normalization. It is defined, below threshold too, as a zero of the dipole integral of the solution regular at the nucleus, which converges for $E>E_{6s}$ because $u_{6s}$ then decays faster than the $p$ solution can grow.

\subsection*{The numbers for $8p$}

The $6p$ admixture coefficient and Fermi's term are
\begin{equation}
a_8=\frac{155.00}{14341}=0.01081,\qquad a_8R_6=0.01081\times5.6444=0.0610\ \text{bohr}.
\end{equation}
The full sum, from core, $6p$, the other states of negative energy (here including $7p$) and the states of positive energy, is
\begin{equation}
S_8=-0.00554+0.06101+0.00648+0.00167=0.06362\ \text{bohr},
\end{equation}
equal to the finite-difference derivative $0.06362$. The division between the last two parts depends on the box, which discretizes the spectrum near threshold. The $6p$ term is 96\% of $S_8$. For $7p$ it is 110\% of $S_7$, because the core and the higher bound levels subtract more than the continuum adds, and for $15p$ it is 90\%.

With $R_8=0.15286$ bohr, $\kappa_8=0.06362/0.15286=0.416$. An admixture of one percent has produced a correction of order forty percent, because $R_6/R_8=37$. The spin-free frequency is $11494+14341=25835$ cm$^{-1}$, so $\omega_{1/2}\simeq25835-57=25778$ cm$^{-1}$ and the energy factor is $2(1+88.11/25778)=2.0068$. Equation~(\ref{rhofirst}) gives
\begin{equation}
\rho_8\simeq2.0068\left(\frac{1.2081}{0.5838}\right)^2=2.0068\times4.282=8.59 ,
\end{equation}
and Eq.~(\ref{rhoexact}) with the diagonalized integrals gives
\begin{equation}
\rho_8=2.0068\left(\frac{0.18355}{0.08401}\right)^2=2.0068\times4.774=9.58 .
\end{equation}
The weaker line has $f_{1/2}=\tfrac29\times(25778/219474.6)\times0.08401^2=1.84\times10^{-4}$, and the stronger has $f_{3/2}=1.76\times10^{-3}$.

\subsection*{The series}

\begin{center}
\begin{tabular}{cccccc}
$n$ & $R\nu^{3/2}$ & $S\nu^{3/2}$ & $\kappa$ & $\rho$, first order & $\rho$, exact\\
6 & 20.3 & $-0.094$ & $-0.005$ & 2.09 & 2.09\\
7 & 2.74 & 0.712 & 0.260 & 4.70 & 4.99\\
8 & 1.42 & 0.591 & 0.416 & 8.59 & 9.58\\
10 & 0.826 & 0.511 & 0.618 & 23.6 & 30.0\\
15 & 0.569 & 0.468 & 0.824 & 128 & 276\\
20 & 0.516 & 0.459 & 0.889 & 339 & 1630
\end{tabular}
\end{center}

From $7p$ to $20p$ the scaled mixing term falls by a factor $1.55$ and the scaled spin-free integral by a factor $5.3$, so $\kappa$ climbs towards 1. For $6p$ itself there is no Fermi term, and $S_6=-0.0263$ bohr is negative; the larger part of it comes from the core orbitals, and the $7p$ term contributes $-a_7R_7=-0.02211\times0.43673=-0.0097$ bohr, its sign coming from the reversed denominator. Then $\rho_6\simeq2.1208\,(1-3\times0.0047)=2.09$, slightly below the energy factor.

The first-order formula fails badly at high $n$ although the higher-order terms stay small compared with $S$; they are not small compared with $R_{1/2}$, in which $R$ and $S$ nearly cancel. Write $R_{1/2}=R-S-qS$, where $q$ measures the higher orders. For $8p$, $R-S=0.08924$ against the exact $0.08401$, so $q=0.00523/0.06362=0.082$. For $15p$, $R-S=0.00259$ against $0.00175$, so $q=0.069$. The program asserts only the bound $|q|<0.3$; the values lie well inside it. Relative to the first-order $R_{1/2}=R(1-\kappa)$ the correction is $-q\kappa/(1-\kappa)$, which is $-6\%$ at $8p$ and $-32\%$ at $15p$, and it grows without limit as $\kappa\to1$. The true pole is at $\kappa=1/(1+q)$. First order lies below the exact ratio by 6\% of it at $7p$, by 10\% at $8p$ and by a factor of nearly five at $20p$. Equation~(\ref{rhofirst}) is quantitative only while $1-\kappa\gg q$.

The zeros are found at $-0.0006$, $+0.0274$ and $+0.0426$ hartree relative to threshold ($-0.015$, $0.75$ and $1.16$ eV) for $j=1/2$, spin-free and $j=3/2$. Their order is a test of the program. The displacements are $0.760$ and $0.415$ eV, that is $0.0279$ and $0.0153$ hartree, in the ratio $1.83$ where Eq.~(\ref{shift}) gives 2. The linear form is only approximate over this range: the slope of $\tilde R$ between $20p$, at $E=-1/(2\times16.44^2)=-0.00185$ hartree, and threshold is $(0.4696-0.5162)/0.00185=-25$, while the mean slope from threshold to $E_0$ is $-0.4696/0.0274=-17$.

With these parameters the pole falls just below threshold, inside the Rydberg series. The scaled $j=1/2$ integral is $+0.0258$ at $20p$ and $-0.0109$ at threshold, and linear interpolation puts the sign change at $-0.00185\times0.0109/0.0367=-0.00055$ hartree, near $\nu\approx30$. The threshold ratio of about $8\times10^3$ therefore lies on the far side of the pole and is not an upper limit of the series.

At the spin-free zero the computed ratio is $0.42$, with $\tilde R_{1/2}<0<\tilde R_{3/2}$; the signs and the range $0.3$ to $0.8$ are tested. The departure from $\tfrac12$ has the size expected from a quadratic term. If $\tilde R(c)=\tilde R+c\tilde S+c^2\tilde Q$, the three values at $20p$ give $-\tilde S+\tilde Q=0.0258-0.5162=-0.4904$ and $\tfrac12\tilde S+\tfrac14\tilde Q=0.7396-0.5162=0.2234$. Four times the second minus the first is $3\tilde S=1.3840$, so $\tilde S=0.4613$, $\tilde Q=-0.0291$ and $q=0.063$. Carrying this $q$ to $E_0$, which assumes that it changes little,
\begin{equation}
\rho(E_0)=2\left(\frac{\tfrac12-\tfrac14q}{1+q}\right)^2=2\left(\frac{0.484}{1.063}\right)^2=0.415,
\end{equation}
against the computed $0.419$.

\subsection*{Both ingredients are needed}

As a control, the $p$ states, $\xi$ and $d(r)$ are left unchanged and the $s$ state is bound at $6.5$ eV, with $\nu=1.447$ in place of $1.868$. The scaled integral at $20p$ becomes $4.49$, almost nine times the value $0.516$, and the ratios for $7p$, $10p$ and $20p$ are $2.15$, $2.29$ and $2.34$. The program tests $1<\rho<3$ for $n=7$ to $20$. Inverting Eq.~(\ref{rhofirst}) at $20p$, $\sqrt{2.336/2}=1.081$ gives $\kappa=0.081/(0.5+1.081)=0.05$. The change of $s$ state also alters the mixing term, to $\kappa\tilde R\approx0.05\times4.49\approx0.2$ (the inversion ignores the higher orders; the derivative itself is $0.215$), about half the value $0.459$, but most of the fall in $\kappa$ comes from the ninefold larger denominator. The zeros of the control are not computed. The same fine structure with a large spin-free integral leaves the ratio within 17\% of 2 at these three levels. Conversely, scaling $\xi$ by a factor scales $\kappa$ by it in first order; a tenth of the interaction at $8p$ gives $2\,(1.0208/0.9584)^2=2.27$. A weak interaction still produces a pole, but by Eq.~(\ref{shift}) only within a correspondingly narrow window below $E_0$.

\subsection*{What the model does and does not fix}

The ratio at high $n$ is governed by the distance to the pole, and that distance depends on the treatment of the core. With the bare operator $d=r$ and the same wave functions, $R_6$ rises from $5.64$ to $5.98$ bohr, the three zeros move up to $0.053$, $0.118$ and $0.159$ hartree, and $\rho$ is $3.9$, $6.7$ and $8.5$ for $7p$, $10p$ and $20p$. With $r_c=3$ bohr and both lengths refitted, the zeros move down to $-0.012$, $0.011$ and $0.023$ hartree. The pole then falls almost on $10p$, where $\rho\approx10^4$, and by $20p$ the ratio has come back to $9.4$. Across the three cases $\rho_7$ stays between $3.9$ and $5.8$, with the rough measured 4 at the lower end and the main case about 25\% above that value, while $\rho_{20}$ spans more than two orders of magnitude. The model also overestimates the interaction, unevenly: its $6p$ splitting is about $670$ cm$^{-1}$ against a rough measured $550$, some 20\% above the latter, while its $7p$ and $8p$ splittings of $197$ and $88$ cm$^{-1}$ exceed the measured values of about $181$ and $83$ by less than 10\%. A smaller $\xi$ reduces $S_n$ and moves the pole upward by Eq.~(\ref{shift}): scaling $\xi$ by $0.94$ puts it at $+0.001$ hartree, and scaling by $0.84$ puts it at $+0.004$ hartree with $\rho_7=4.2$ and $\rho_{20}\approx84$. Changing the inputs to $3.894$ eV, $0.866\ \mu$m and $15.8$ bohr$^3$ also moves the pole to $+0.004$ hartree and lowers $\rho_{20}$ to about $105$. The sign of the anomaly, its start at $7p$, the dominance of the $6p$ admixture and the order of the zeros follow from the mechanism as worked out in this model. The values of $\rho_n$ from $8p$ upward, and the side of the threshold on which the pole lies, are illustrations, since they rest on inputs known to two figures, on the chosen parameters $\eta$ and $r_c$ and on a local one-electron potential.

\section*{Table of computed values}
\begin{verbatim}
inputs: Z=55, eta=6.0 1/bohr, rc=4.0 bohr, alpha_d=16.0 bohr^3, IP=3.9 eV, lambda=0.87 um
1/alpha = 137.0360; hartree = 27.2114 eV = 219474.6 cm^-1; alpha^2 Z/2 = 1.464e-03 bohr
l.s = -1.000, 0.500; angular strengths 0.6667, 1.3333; f/(w R^2) = 0.2222, 0.4444
hydrogen: f(1s-2p) = 0.41620, sum of f = 1.000000
fitted d_s = 1.2322 bohr, d_p = 1.2250 bohr
E6s = -0.14332, E6p = -0.09095 hartree; nu(6s) = 1.8678
n  nu  zeta(cm^-1)  split(cm^-1)  R(bohr)  S(bohr)  kappa  R*nu^1.5  S*nu^1.5
6 2.3447 424.72 666.50 5.64440 -0.02627 -0.0047 20.2647 -0.0943
7 3.4010 126.27 196.99 0.43673 0.11349 0.2599 2.7392 0.7118
8 4.4187 56.57 88.11 0.15286 0.06362 0.4162 1.4198 0.5909
9 5.4269 30.36 47.24 0.08004 0.04258 0.5320 1.0119 0.5383
10 6.4314 18.19 28.29 0.05064 0.03132 0.6184 0.8260 0.5108
12 8.4360 8.04 12.50 0.02698 0.01976 0.7326 0.6609 0.4842
15 11.4388 3.22 5.01 0.01470 0.01211 0.8235 0.5687 0.4683
20 16.4405 1.09 1.68 0.00774 0.00688 0.8891 0.5162 0.4590
n  R1/2(bohr)  R3/2(bohr)  f1/2  f3/2  rho_exact  rho_first_order  2*w3/w1
6 5.66759 5.63063 3.588e-01 7.511e-01 2.093 2.091 2.1208
7 0.31241 0.49119 2.158e-03 1.076e-02 4.989 4.703 2.0180
8 0.08401 0.18355 1.842e-04 1.764e-03 9.579 8.593 2.0068
9 0.03418 0.10062 3.276e-05 5.689e-04 17.36 14.66 2.0034
10 0.01700 0.06581 8.418e-06 2.527e-04 30.01 23.57 2.0020
12 0.00580 0.03655 1.018e-06 8.095e-05 79.54 52.25 2.0008
15 0.00175 0.02057 9.509e-08 2.624e-05 276 127.9 2.0003
20 0.00039 0.01109 4.748e-09 7.727e-06 1627 339.2 2.0001
n  <6p|xi|np>(cm^-1) sqrt(z6*zn) En-E6p(cm^-1) a6 | S parts(bohr): core 6p higherE<0 E>0 | 6p share
7 231.57 231.58 10474 0.02211 | -0.00860 0.12479 -0.00516 0.00245 | 1.100
8 155.00 155.00 14341 0.01081 | -0.00554 0.06101 0.00648 0.00167 | 0.959
15 37.00 37.00 19123 0.00193 | -0.00126 0.01092 0.00222 0.00023 | 0.902
dR/dc at 8p: finite difference 0.06362, sum 0.06362 bohr
15p: delta1/2 = 3.5846, delta3/2 = 3.5505, diff 0.0341, 1.5 zeta nu^3 = 0.0330
20p R per sqrt(energy), a.u., j=1/2, spin-free, 3/2: spline [0.0258 0.5162 0.7396] Numerov [0.0258 0.5162 0.7396]
threshold R per sqrt(energy), a.u., j=1/2, spin-free, 3/2: [-0.0109  0.4696  0.6887]
threshold rho = 8036; rho at spin-free zero = 0.419
case: zeros above threshold (hartree) j=1/2, spin-free, 3/2 | R(6p) bohr | rho 7p, 10p, 20p
main rc=4: -0.0006 0.0274 0.0426 | 5.644 | 4.989 30.01 1627
bare r: 0.0525 0.1177 0.1592 | 5.983 | 3.94 6.681 8.526
rc=3: -0.0118 0.0110 0.0230 | 5.572 | 5.829 1.156e+04 9.382
main zeros in eV: -0.015 0.745 1.160
rc=3 refit: d_s = 1.1907, d_p = 1.1956 bohr
control s at 6.5 eV: d_s = 1.9086 bohr, nu = 1.4468, R(20p) nu^1.5 = 4.494
control rho 7p, 10p, 20p: 2.153 2.286 2.336
\end{verbatim}
